\section*{Photon mass versus dimensional regularization in soft bremsstrahlung from massive fermions}

\section*{Question}

I am computing soft bremsstrahlung for a charged massive fermion that scatters elastically, $p\to p'$, and emits a photon with energy below $\Delta E$. With a photon mass $\lambda$ I find a term in $\ln\lambda^2$. In $d=4-2\epsilon$ the radial integral gives $-1/(2\epsilon)$ instead. I have been told to translate by ``$\ln\lambda^2\leftrightarrow 1/\epsilon+\ln\mu^2$''.

I cannot make the constants agree. The $d$-dimensional angular measure multiplies the pole by something of order $\epsilon$, which leaves a finite, velocity-dependent term, and there are also $\ln4\pi$ and $\gamma$. The photon mass changes the angular integral too, because then $\omega\neq|\mathbf k|$. Is the translation good for the divergence alone, or for the finite part as well? Does it also hold for the virtual correction, and does it need the fermion mass?

\section*{Answer}

The two velocity-dependent terms you are worried about turn out to be equal. To see this, reduce both calculations to one integral and keep all constants.

\subsection*{Conventions and the soft factor}

I use atomic units, so $c=1/\alpha$, and write four-momenta as energies: $p=(E,c\,\mathbf p_{\rm mech})$, $p^2=M^2$ with $M=mc^2$. The photon momentum $k=(\omega,\mathbf k)$ and the mass $\lambda$ are energies as well. The squared coupling is then $4\pi\alpha=4\pi/c$. I assume $\lambda\ll\Delta E$, with $\Delta E$ small compared with $M$ and the kinetic energy. I also assume that the photon changes the momentum transfer too little to alter the hard scattering, which at small deflection angles is a separate condition on $\Delta E$.

For emission from the outgoing line the propagator has the numerator $\slashed p'+\slashed k+M$. The photon is soft, so $\slashed k$ is dropped there, and $\bar u(p')\slashed p'=M\bar u(p')$ gives
\[
\bar u(p')\gamma^\mu(\slashed p'+M)=2p'^\mu\bar u(p'),\qquad (p'+k)^2-M^2=2p'\!\cdot k+\lambda^2 .
\]
Since $p'\!\cdot k\ge M\lambda$, the $\lambda^2$ is at most a fraction $\lambda/(2M)$ of $2p'\!\cdot k$ and is dropped. The incoming line has the denominator $-2p\cdot k$. The amplitude is therefore multiplied by the current
\[
J^\mu=\frac{p'^\mu}{p'\!\cdot k}-\frac{p^\mu}{p\cdot k},\qquad k\cdot J=1-1=0 .
\]
Because $k\cdot J=0$, the term $k^\mu k^\nu/\lambda^2$ in the massive polarization sum vanishes, and both schemes may use $-g^{\mu\nu}$. The emission probability relative to the process without emission is
\begin{equation}
W=\frac{4\pi}{c}\int_{\omega<\Delta E}\!\frac{d^3k}{(2\pi)^3\,2\omega}
\left[\frac{2p\cdot p'}{(p\cdot k)(p'\!\cdot k)}-\frac{M^2}{(p\cdot k)^2}-\frac{M^2}{(p'\!\cdot k)^2}\right].
\label{W}
\end{equation}

In the first term use $1/(AB)=\int_0^1dx\,[xA+(1-x)B]^{-2}$. With $P=xp+(1-x)p'$ and $x^2+(1-x)^2=1-2x(1-x)$,
\[
P^2=M^2+2x(1-x)(p\cdot p'-M^2)\ge M^2 .
\]
Everything now depends on one function:
\begin{equation}
W=\frac{1}{4\pi^2c}\Big[2p\cdot p'\!\int_0^1\!dx\,R(P)-M^2R(p)-M^2R(p')\Big],\quad
R(P)=\int\frac{d^3k}{\omega\,(P\cdot k)^2}.
\label{WR}
\end{equation}
Let $v=|\mathbf P|/P^0$. Since $P^2\geq M^2>0$, we have $v<1$ for every $x$.

\subsection*{Photon mass}

Write $q=|\mathbf k|$. From $\int_{-1}^1dz\,(a-bz)^{-2}=2/(a^2-b^2)$,
\[
R_\lambda=\frac{4\pi}{(P^0)^2}\int\frac{q^2\,dq}{\omega(\omega^2-v^2q^2)} .
\]
Substitute the photon speed $u=q/\omega$. Then $\omega=\lambda(1-u^2)^{-1/2}$, $q=u\omega$ and $dq=\lambda(1-u^2)^{-3/2}du$, so $q^2dq/\omega^3=u^2du/(1-u^2)$. Hence
\begin{align}
R_\lambda&=\frac{4\pi}{(P^0)^2}\int_0^{u_m}\!\frac{u^2\,du}{(1-u^2)(1-v^2u^2)}\notag\\
&=\frac{4\pi}{(P^0)^2(1-v^2)}\int_0^{u_m}\!du\left[\frac1{1-u^2}-\frac1{1-v^2u^2}\right]\notag\\
&=\frac{4\pi}{P^2}\left[\operatorname{artanh}u_m-\frac{\operatorname{artanh}(vu_m)}{v}\right],
\qquad u_m^2=1-\frac{\lambda^2}{\Delta E^2}.
\label{exact}
\end{align}
Here $\operatorname{artanh}u_m=\tfrac12\ln\frac{(1+u_m)^2}{1-u_m^2}=\ln\frac{(1+u_m)\Delta E}{\lambda}$. For $\lambda\to0$ at fixed $v<1$,
\begin{equation}
R_\lambda\to\frac{4\pi}{P^2}\left[\ln(2\Delta E)-\frac{\operatorname{artanh}v}{v}-\frac12\ln\lambda^2\right].
\label{Rlam}
\end{equation}
The velocity term comes from the low end of the spectrum. The second integrand in \eqref{exact} stays finite at $u=1$, and its integral up to $u=1$ is $\operatorname{artanh}v/v\ge1$. Photons with $\omega>a\lambda/\sqrt{1-v^2}$, where $a>1$, have $1-u<(1-v^2)/a^2$. The integrand is at most $1/(1-v^2)$, so they contribute less than $1/a^2$. The velocity term is therefore settled within a few times $\lambda/\sqrt{1-v^2}$.

\subsection*{Dimension $d=4-2\epsilon$}

Now $\omega=q$ and space has $D=3-2\epsilon$ dimensions. Convergence at $q\to0$ requires $\epsilon<0$. The coupling acquires $\mu^{2\epsilon}$, and $(2\pi)^{-D}=(2\pi)^{-3}(2\pi)^{2\epsilon}$. Absorb both factors into $R$, so that \eqref{WR} keeps its form. With one preferred axis,
\[
d^Dk=q^{2-2\epsilon}dq\;\frac{2\pi^{1-\epsilon}}{\Gamma(1-\epsilon)}(1-z^2)^{-\epsilon}dz ,
\]
because $\sin^{D-2}\theta\,d\theta$ becomes $(1-z^2)^{(D-3)/2}dz$ and the remaining directions fill the unit sphere in $D-1=2-2\epsilon$ dimensions. The powers of $2$ and $\pi$ combine as $(2\pi)^{2\epsilon}\pi^{-\epsilon}=(4\pi)^\epsilon$, and $\int_0^{\Delta E}q^{-1-2\epsilon}dq=-\Delta E^{-2\epsilon}/(2\epsilon)$. Thus
\begin{equation}
R_\epsilon=\frac{(4\pi\mu^2)^\epsilon}{\Gamma(1-\epsilon)}
\left(-\frac{\Delta E^{-2\epsilon}}{2\epsilon}\right)\frac{2\pi}{(P^0)^2}
\int_{-1}^1\!dz\,\frac{(1-z^2)^{-\epsilon}}{(1-vz)^2}.
\label{Reps}
\end{equation}

To first order in $\epsilon$ the angular integral is $2/(1-v^2)-\epsilon L$, where $L=\int_{-1}^1dz\,\ln(1-z^2)/(1-vz)^2$. Split the logarithm into $\ln(1-z)+\ln(1+z)$. For the first part take
\[
G(z)=-\frac{1-z}{(1-v)(1-vz)},\qquad G'(z)=\frac1{(1-vz)^2}.
\]
This choice vanishes at $z=1$, where the logarithm diverges. Integration by parts gives
\begin{align*}
\int_{-1}^1\!dz\,\frac{\ln(1-z)}{(1-vz)^2}
&=-G(-1)\ln2+\int_{-1}^1\!dz\,\frac{G(z)}{1-z}\\
&=\frac{2\ln2}{1-v^2}-\frac1{1-v}\int_{-1}^1\frac{dz}{1-vz}
=\frac{2\ln2}{1-v^2}-\frac{2\operatorname{artanh}v}{v(1-v)} .
\end{align*}
The part with $\ln(1+z)$ follows from $z\to-z$, that is, $v\to-v$. Since $\frac1{1-v}+\frac1{1+v}=\frac2{1-v^2}$,
\begin{equation}
L=\frac4{1-v^2}\left[\ln2-\frac{\operatorname{artanh}v}{v}\right].
\label{L}
\end{equation}

With $1/\Gamma(1-\epsilon)=1-\gamma\epsilon+\dots$ and the definition $\ln\bar\mu^2=\ln4\pi\mu^2-\gamma$, \eqref{Reps} becomes
\begin{align}
R_\epsilon&=-\frac{\pi}{\epsilon(P^0)^2}\left[1+\epsilon\ln\frac{\bar\mu^2}{\Delta E^2}\right]
\left[\frac2{1-v^2}-\epsilon L\right]+O(\epsilon)\notag\\
&=\frac{4\pi}{P^2}\left[-\frac1{2\epsilon}-\frac12\ln\frac{\bar\mu^2}{\Delta E^2}+\frac{1-v^2}{4}L\right]+O(\epsilon)\notag\\
&=\frac{4\pi}{P^2}\left[\ln(2\Delta E)-\frac{\operatorname{artanh}v}{v}
-\frac12\left(\frac1\epsilon+\ln\bar\mu^2\right)\right]+O(\epsilon).
\label{Rdim}
\end{align}
Comparison with \eqref{Rlam} gives
\begin{equation}
\boxed{\;\ln\lambda^2\;\longleftrightarrow\;\frac1\epsilon+\ln\bar\mu^2
=\frac1\epsilon-\gamma+\ln4\pi\mu^2\;}
\label{rule}
\end{equation}
The finite part is included. The rule contains neither $v$ nor $x$, so it passes through the $x$ integral to $W$. Your version is correct if $\mu$ denotes the $\overline{\rm MS}$ scale $\bar\mu$; with the bare $\mu$ it lacks $\ln4\pi-\gamma$. The signs are consistent: for $\epsilon\to0^-$ both sides go to $-\infty$, and $\bar\mu\,e^{1/(2\epsilon)}$ plays the part of a small photon mass. The rule concerns infrared poles; ultraviolet poles are removed separately by renormalization.

\subsection*{The coefficient of the logarithm}

Inserting \eqref{Rlam} into \eqref{WR} gives $W=\frac1{\pi c}\left[C\ln\frac{2\Delta E}\lambda+\text{finite}\right]$ with $C=2p\cdot p'\int_0^1dx/P^2-2$. Set $p\cdot p'=M^2\cosh\chi$ and $s=2x-1$. Then $P^2/M^2=\cosh^2\frac\chi2-s^2\sinh^2\frac\chi2$, and
\[
\int_0^1\!dx\,\frac{M^2}{P^2}=\frac12\int_{-1}^1\frac{ds}{\cosh^2\frac\chi2-s^2\sinh^2\frac\chi2}
=\frac{\chi/2}{\sinh\frac\chi2\cosh\frac\chi2}=\frac{\chi}{\sinh\chi},
\]
so that $C=2(\chi\coth\chi-1)$. Without deflection $\chi=0$ and $C=0$: a charge that is not accelerated does not radiate.

\subsection*{The virtual correction}

The infrared part of the vertex correction comes from small loop momentum, where the numerator is $4p\cdot p'$. The photon propagator contributes $-i$, the vertices $-4\pi/c$ and the fermion propagators $i^2$. The relative correction to the amplitude is
\[
\delta=-i\,\frac{4\pi}{c}\,4p\cdot p'\!\int\!\frac{d^4k}{(2\pi)^4}
\frac1{(k^2-\lambda^2)(k^2+2p\cdot k)(k^2+2p'\!\cdot k)} .
\]
Combine the fermion denominators with $x$ and the photon with weight $1-y$; the measure is $2y\,dy\,dx$. Completing the square gives $(k+yP)^2-\Delta$ with $\Delta=y^2P^2+(1-y)\lambda^2$. Wick rotation gives $\int\frac{d^4l}{(2\pi)^4}(l^2-\Delta)^{-3}=-i/(32\pi^2\Delta)$, hence
\[
\delta=-\frac{p\cdot p'}{\pi c}\int_0^1\!dx\,V(P),\qquad
V_\lambda(P)=\int_0^1\frac{y\,dy}{y^2P^2+(1-y)\lambda^2}\to\frac1{2P^2}\ln\frac{P^2}{\lambda^2}.
\]
In the last step $1-y$ was replaced by 1, since $\lambda$ matters only for $y\lesssim\lambda/M$.

In $d$ dimensions with $\lambda=0$ the loop integral is $-i\,\Gamma(1+\epsilon)\Delta^{-1-\epsilon}/[2(4\pi)^{2-\epsilon}]$, and therefore
\begin{align*}
V_\epsilon(P)&=(4\pi\mu^2)^\epsilon\,\Gamma(1+\epsilon)(P^2)^{-1-\epsilon}\int_0^1\!dy\,y^{-1-2\epsilon}
=-\frac{(4\pi\mu^2)^\epsilon\,\Gamma(1+\epsilon)}{2\epsilon\,(P^2)^{1+\epsilon}}\\
&=\frac1{2P^2}\left[\ln P^2-\left(\frac1\epsilon+\ln\bar\mu^2\right)\right]+O(\epsilon),
\end{align*}
which is rule \eqref{rule} again.

On-shell renormalization makes the charge correction vanish at zero momentum transfer, so subtract the value at $p'=p$. The probability changes by twice the amplitude correction:
\begin{equation}
Y=-\frac2{\pi c}\left[p\cdot p'\!\int_0^1\!dx\,V(P)-M^2V(p)\right].
\label{Y}
\end{equation}
In units of $1/(\pi c)$, $\ln\lambda^2$ has coefficient $+C/2$ in $Y$ and $-C/2$ in $W$. It cancels in $W+Y$, which therefore has the same value in both schemes. The rest of the vertex correction is infrared finite and is not included in $Y$.

If the process without emission has terms of order $\epsilon$ in $d$ dimensions, they multiply the poles of $W$ and $Y$ separately and leave finite pieces that \eqref{rule} does not supply. They multiply the finite sum $W+Y$ as well, so these pieces cancel there.

\subsection*{Why the fermion mass is needed}

The limit of \eqref{exact} requires $1-u_m\ll1-v$, or roughly $\lambda/\Delta E\ll\sqrt{1-v^2}$. For $v\to1$ this fails at any fixed $\lambda$. Take back-to-back lightlike momenta, $p=(1,\hat{\mathbf z})$ and $p'=(1,-\hat{\mathbf z})$, and compare the integral of $1/[(p\cdot k)(p'\!\cdot k)]$, omitting the common azimuthal factor. With $q=\lambda\sinh\eta$ and $\cosh H=\Delta E/\lambda$,
\begin{align*}
\int\frac{q^2dq}\omega\int_{-1}^1\frac{dz}{\omega^2-q^2z^2}
&=\int_0^H\!2\eta\tanh\eta\,d\eta
=H^2-\int_0^H\!\frac{4\eta\,d\eta}{e^{2\eta}+1}\\
&\to\ln^2\frac{2\Delta E}\lambda-\frac{\pi^2}{12}.
\end{align*}
In $d$ dimensions the angular integral $\int dz\,(1-z^2)^{-1-\epsilon}$ converges for $\epsilon<0$ and diverges at both ends as $\epsilon\to0$. Each end gives $-1/(2\epsilon)$, so together with the radial $-1/(2\epsilon)$ the leading term is $1/(2\epsilon^2)$. Rule \eqref{rule} would turn $\ln^2\lambda=\frac14(\ln\lambda^2)^2$ into $1/(4\epsilon^2)$, which is wrong by a factor of two. Collinear photons respond differently to the two regulators.

\subsection*{Numbers}

Take an electron with speed $0.6c$ deflected by $90^\circ$, with $\Delta E=1000$ eV, $\lambda=0.01$ eV and $\bar\mu=10\,000$ eV. Then $p\cdot p'/M^2=1.5625$, $\chi=1.0163$ and $C=0.64545$. The values below are in units of $1/(\pi c)=\alpha/\pi=0.0023228$ unless stated otherwise.

Direct integration of \eqref{W} with the photon mass, without Feynman parameters, gives $7.2870$, or $W=0.01693$. Direct integration in $3-2\epsilon$ dimensions gives $-0.322724/\epsilon-1.6302$. Replacing $1/\epsilon$ by $\ln(\lambda^2/\bar\mu^2)=-27.6310$, as \eqref{rule} prescribes, yields
\[
0.322724\times27.6310-1.6302=7.2870 .
\]
Losing $\ln4\pi-\gamma=1.9538$ would change $W$ by $0.00146$, about 9\% of its value here.

At finite $\epsilon$ the two sides differ by terms of order $\epsilon$: the difference is $0.0759$, $0.0385$ and $0.0194$ at $\epsilon=-0.02$, $-0.01$ and $-0.005$.

The virtual factor is $-11.6730$ with the photon mass and $0.32272/\epsilon-2.7558$ in $d$ dimensions. The sums agree:
\[
7.2870-11.6730=-4.3860,\qquad -1.6302-2.7558=-4.3860 .
\]
Thus $W+Y=-0.01019$, and it is unchanged to the printed digits when $\lambda$ is lowered to $0.0001$ eV. The negative sign is no paradox: $W+Y$ is a relative correction to the scattering probability, not a probability in itself. Once $\ln\lambda$ has cancelled, the logarithms combine into $C\ln(2\Delta E/M)=-3.578$, which is most of the $-4.3860$. It is negative because events with a photon above $\Delta E$ are not counted, and it grows in size as $\Delta E$ is lowered. The infrared-finite rest of the vertex, left out here, does not depend on $\Delta E$.

\section*{Table of computed values}
\begin{verbatim}
electron rest energy M = 510998.95 eV
alpha = 1/c = 0.007297353; alpha/pi = 0.00232282
speed / c = 0.6; deflection = 90 degrees
electron energy E = 638748.69 eV
electron momentum times c = 383249.21 eV
photon energy cut = 1000.0 eV
photon mass lam = 0.01 eV; mubar = 10000.0 eV
p.p'/M^2 = 1.562500; chi = 1.016348
C from formula = 0.6454484
C from two photon masses, direct = 0.6454484
ln(2 cut/lam) = 12.206073
artanh(v)/v at v = 0.6: 1.155245
Real factor, units alpha/pi:
 photon mass, direct integral = 7.2870025
 photon mass, formula = 7.2870025
 d dim, coefficient of 1/eps, direct = -0.3227242
 d dim, coefficient of 1/eps, -C/2 = -0.3227242
 d dim, finite part, direct = -1.630197
 d dim, finite part, formula = -1.630197
W with photon mass = 0.0169264 (dimensionless)
leftover constant in the rule = 4.2e-10
ln(4 pi) - gamma = 1.953809
shift of W if that constant is lost = 0.0014646
eps, d-dim real factor, mapped formula, difference:
 -0.020  14.581946  14.506014  0.075933
 -0.010  30.680753  30.642224  0.038529
 -0.005  62.934053  62.914646  0.019407
Virtual factor, units alpha/pi:
 photon mass, parameter integral = -11.673016
 photon mass, formula = -11.673016
 d dim, coefficient of 1/eps = 0.3227242
 d dim, finite part = -2.755817
Real plus virtual, units alpha/pi:
 lam = 0.01 eV: -4.386013
 lam = 0.0001 eV: -4.386013
 d dim, eps to 0: -4.386013
W + Y = -0.0101879 (dimensionless)
Massless back-to-back legs:
 photon mass, constant beside ln^2 = -0.822463
 -pi^2/12 = -0.822467
 eps^2 times d-dim integral, eps = -0.001: 0.50069
\end{verbatim}
